# Asymptotic Amplitudes of Energy-Normalized Dirac-Coulomb Continuum Waves, part 2

We seek the factor that normalizes a continuum orbital of the radial Dirac equation per unit energy. Hartree atomic units are used, with \(\hbar=m=e=1\). The energy \(E>c^2\) includes the rest energy, \(V=-Z/r\), \(\kappa\) is a nonzero integer, and \(\gamma=\sqrt{\kappa^2-Z^2/c^2}>0\). The real radial functions \(P,Q\), regular at the origin (\(\sim r^\gamma\)), obey

\[
P'=-\frac{\kappa}{r}P+\frac{E-V+c^2}{c}\,Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V-c^2}{c}\,P, \tag{1}
\]

With \(E\)-independent leading coefficients they are smooth in \(E\) at fixed \(r\). Define

\[
p=\frac{\sqrt{E^2-c^4}}{c},\qquad \nu=\frac{ZE}{c^2p},\qquad
s=\sqrt{\frac{E+c^2}{E-c^2}} .
\]

The theorem to be proved states that if

\[
\int_0^\infty\left(P_EP_{E'}+Q_EQ_{E'}\right)dr=\delta(E-E'), \tag{2}
\]

then, up to a common sign, as \(r\to\infty\),

\[
P\to A\cos\theta,\qquad Q\to-B\sin\theta,\qquad \theta=pr+\nu\ln(2pr)+\delta(E), \tag{3}
\]

\[
A=\sqrt{\frac{E+c^2}{\pi c^2p}},\qquad B=\sqrt{\frac{E-c^2}{\pi c^2p}} . \tag{4}
\]

Lemma 2: at every \(r>0\), \(P=\sqrt s\,a\cos\theta\) and \(Q=-(a/\sqrt s)\sin\theta\) with \(a>0\), and

\[
\frac{a'}{a}=-\frac{\kappa}{r}\cos2\theta+\frac{Z}{pr}\sin2\theta, \tag{6}
\]

\[
\theta'=p+\frac{g(\theta)}{r},\qquad g=\nu+\kappa\sin2\theta+\frac Zp\cos2\theta . \tag{7}
\]

Lemma 3: uniformly on closed bounded energy intervals above \(c^2\),

\[
a(r)=a_\infty+O(1/r),\qquad \theta(r)=pr+\nu\ln(2pr)+\delta+O(1/r), \tag{9}
\]

so \(A=\sqrt s\,a_\infty\) and \(B=a_\infty/\sqrt s\). Lemma 4:

\[
\ln\frac{a(r)}{a_\infty}=-\frac{\kappa\sin2\theta}{2pr}-\frac{Z\cos2\theta}{2p^2r}+O(1/r^2). \tag{11}
\]

For a computed orbital, \(a_\infty\) follows from \(a^2=P^2/s+sQ^2\) at large \(r\) after removing (11).

Subscripts 1 and 2 denote two energies with the same \(\kappa\) and \(V\), and \(\sigma=\sqrt{s_2/s_1}\). Lemma 5: since \(W'=(E_1-E_2)(P_1P_2+Q_1Q_2)/c\) and \(W\) vanishes at the origin, for \(E_1\ne E_2\)

\[
K_R(E_1,E_2)\equiv\int_0^R(P_1P_2+Q_1Q_2)\,dr=\frac{c\,W(R)}{E_1-E_2},\qquad W=P_1Q_2-Q_1P_2 . \tag{12}
\]

\[
W=a_1a_2\left[\frac{\sigma+\sigma^{-1}}2\sin(\theta_1-\theta_2)+\frac{\sigma-\sigma^{-1}}2\sin(\theta_1+\theta_2)\right]. \tag{13}
\]

The main example has \(Z=50\), \(\kappa=-1\), \(E=1.25c^2\); in the printed results, \(N\) is \(a/a_\infty\).

### Lemma 6: dependence on energy

Take the regular solutions with \(E\)-independent leading coefficients at the origin, and a closed bounded energy interval above \(c^2\). There, \(\partial\theta/\partial E\) and \(\partial a/\partial E\) grow no faster than \(r\), and

\[
|a_\infty(E_1)-a_\infty(E_2)|+|\delta(E_1)-\delta(E_2)|\le C|E_1-E_2|^{1/2}. \tag{14}
\]

Here and below, \(C\) is a constant that may differ from place to place.

*Proof.* Let \(E_2\to E_1=E\) in (12) and (13). Since \(\sigma-\sigma^{-1}\simeq\ln s_2-\ln s_1\), division by \(E_1-E_2\) gives \(-d\ln s/dE\), and

\[
\int_0^r(P^2+Q^2)\,d\rho=c\,a^2\left[\frac{\partial\theta}{\partial E}-\frac12\frac{d\ln s}{dE}\sin2\theta\right].
\]

At large \(r\), \(a\) is bounded above and away from zero, so the left side is \(O(r)\) and hence \(\partial\theta/\partial E=O(r)\). Differentiating (6) with respect to \(E\) then gives a right side of size \(O((1+|\partial\theta/\partial E|)/r)=O(1)\). Integration over \(r\) gives \(\partial\ln a/\partial E=O(r)\).

For (14), compare at a finite radius \(r\). The function \(a(r,E)\) differs from \(a_\infty(E)\) by at most \(C/r\), and its change between the two energies is at most \(Cr|E_1-E_2|\). Thus \(|a_\infty(E_1)-a_\infty(E_2)|\le C/r+Cr|E_1-E_2|\). For small \(|E_1-E_2|\), the choice \(r=|E_1-E_2|^{-1/2}\) gives the bound; for larger differences it follows from boundedness. The same argument applies to \(\theta-pr-\nu\ln(2pr)\) and \(\delta\). ∎

The exponent \(1/2\) is a convenient bound, not a statement about the true smoothness. It suffices because \(|E_1-E_2|^{-1/2}\) is integrable.

### Lemma 7: the delta function

Let \(f\) vanish outside a closed bounded interval above \(c^2\) and satisfy \(|f(E)-f(E')|\le C|E-E'|^{1/2}\). Then

\[
\lim_{R\to\infty}\int f(E_2)\,K_R(E_1,E_2)\,dE_2=\pi c\,a_\infty(E_1)^2f(E_1). \tag{15}
\]

*Proof, first part: the \(1/R\) corrections vanish.* Let \(W_\infty\) be (13) with \(a\) replaced by \(a_\infty\) and \(\theta\) by \(\Theta+\delta\), where \(\Theta(R,E)=pR+\nu\ln(2pR)\). Put \(\Delta=E_1-E_2\). By Lemma 3, \(|W-W_\infty|\le C/R\). This alone is not enough, since \(1/\Delta\) is not integrable at zero. But \(W\) and \(W_\infty\) both vanish at \(\Delta=0\), and Lemma 6 gives \(|W-W_\infty|\le CR|\Delta|^{1/2}\). Use the second bound for \(|\Delta|<R^{-4}\) and the first outside, up to the largest difference \(L\):

\[
\int\frac{|W-W_\infty|}{|\Delta|}\,d\Delta\le 2CR\int_0^{R^{-4}}\!\Delta^{-1/2}d\Delta+\frac{2C}{R}\int_{R^{-4}}^{L}\frac{d\Delta}{\Delta}
=\frac{4C}{R}+\frac{2C}{R}\ln(LR^4)\to0 .
\]

*Second part: the sum phase vanishes.* In \(W_\infty/\Delta\), the factor \((\sigma-\sigma^{-1})/\Delta\) is bounded. It multiplies \(\sin(\Theta_1+\Theta_2+\delta_1+\delta_2)\). Introduce \(q=\Theta(R,E_2)/R=p_2+\nu_2\ln(2p_2R)/R\) as the integration variable. Its energy derivative tends uniformly to

\[
\frac{dp}{dE}=\frac{E}{c^2p}>0,
\]

so the change of variable is allowed for large \(R\). The integral becomes that of an integrable function times \(\sin(Rq)\) or \(\cos(Rq)\). The function depends on \(R\), but it converges in the integrated absolute value as \(R\to\infty\). By the Riemann-Lebesgue lemma the integral tends to zero.

*Third part: the difference phase.* Expand

\[
\sin(\Theta_1-\Theta_2+\delta_1-\delta_2)=\sin(\Theta_1-\Theta_2)\cos(\delta_1-\delta_2)+\cos(\Theta_1-\Theta_2)\sin(\delta_1-\delta_2).
\]

By (14), \(|\sin(\delta_1-\delta_2)/\Delta|\le C|\Delta|^{-1/2}\), which is integrable, so the second term vanishes by the same lemma. For the first term collect the slowly varying factors in

\[
h(E_2)=c\,f(E_2)\,a_\infty(E_1)a_\infty(E_2)\,\frac{\sigma+\sigma^{-1}}2\cos(\delta_1-\delta_2),\qquad h(E_1)=c\,a_\infty(E_1)^2f(E_1).
\]

With \(w=[\Theta(R,E_2)-\Theta(R,E_1)]/R\), what remains is

\[
\int h(E_2)\frac{\sin(\Theta_1-\Theta_2)}{E_1-E_2}\,dE_2=\int k_R(w)\frac{\sin Rw}{w}\,dw,\qquad
k_R=h\,\frac{w}{E_2-E_1}\,\frac{dE_2}{dw}.
\]

At \(w=0\), \(w/(E_2-E_1)\) and \(dE_2/dw\) are reciprocal, so \(k_R(0)=h(E_1)\). Extend the integral to a fixed interval containing zero and the support of \(k_R\). On it, \([k_R(w)-k_R(0)]/w\) is bounded by \(C|w|^{-1/2}\) and converges as \(R\to\infty\), so its product with \(\sin Rw\) integrates to a quantity that tends to zero. The constant part gives \(h(E_1)\int_{-\infty}^{\infty}(\sin u/u)\,du=\pi h(E_1)\), which is (15). ∎

The logarithmic phase and \(\delta(E)\) affect how the limit is reached, not its value.

### Proof of the theorem

Multiply the solutions of Lemma 6 by a real factor \(M(E)\), nonzero and obeying a bound like (14). The new limiting amplitude is \(|M|a_\infty\). Applying (15) to \(fM\) and multiplying by \(M(E_1)\) shows that the overlap is \(\pi cM^2a_\infty^2\,\delta(E_1-E_2)\). Condition (2) therefore holds if and only if

\[
\pi cM^2a_\infty^2=1 .
\]

The choice \(M=1/(\sqrt{\pi c}\,a_\infty)\) satisfies the bound required of \(M\), so the normalization can be achieved. The normalized wave has limiting amplitude \(1/\sqrt{\pi c}\), independent of energy, and

\[
A^2=\frac{s}{\pi c}=\frac{E+c^2}{\pi c^2p},\qquad
B^2=\frac{1}{\pi cs}=\frac{E-c^2}{\pi c^2p}.
\]

The positive roots are (4). The sign of \(M\) is the free common sign. ∎

For a computed orbital, the factor asked for at the start is \(1/(\sqrt{\pi c}\,a_\infty)\), with \(a_\infty\) read from \(P\) and \(Q\) as described in the first half.

### Physical meaning and limits

The two amplitudes satisfy

\[
A^2+B^2=\frac{2E}{\pi c^2p}=\frac2\pi\frac{dp}{dE}=\frac{2}{\pi v},\qquad v=\frac{dE}{dp}=\frac{c^2p}{E}.
\]

A slower electron has a larger density per unit radius. The standing wave consists of an outgoing and an incoming wave, each with half the amplitudes. Each has density \((A^2+B^2)/4\), and density times speed is \(1/(2\pi)\) at every energy.

Near threshold, \(E+c^2\to2c^2\), so \(A\to\sqrt{2/(\pi p)}\), the nonrelativistic amplitude, and \(B/A=cp/(E+c^2)\to p/(2c)\). For \(E\gg c^2\), \(p\to E/c\), and both amplitudes approach \(1/\sqrt{\pi c}\).

If states are normalized to \(\delta(p-p')\) instead, use \(\delta(p-p')=(dE/dp)\,\delta(E-E')\). The squared amplitudes are multiplied by \(v\) and become \((E\pm c^2)/(\pi E)\). A matrix element computed with one normalization must not be combined with the density of states of the other.

With \(\hbar\) and \(m\) restored, \(c^2\) in (1) becomes \(mc^2\) and the factor \(1/c\) becomes \(1/(\hbar c)\). The condition on the amplitudes is then \(\pi\hbar c\,AB=1\), and the ratio \(A/B\) is \((E+mc^2)/(cp)\). Hence

\[
A^2=\frac{E+mc^2}{\pi\hbar c^2p},\qquad B^2=\frac{E-mc^2}{\pi\hbar c^2p},
\]

with unit \(\mathrm{J^{-1}\,m^{-1}}\).

### Worked example

For \(E=1.25c^2\) the kinetic energy is \(0.25c^2=4694.7\) hartree, or 127.75 keV. The momentum is \(p=c\sqrt{1.25^2-1}=0.75c\), so \(s=2.25/0.75=3\). With \(c=137.036\),

\[
A=\sqrt{\frac{3}{\pi c}}=0.08348,\qquad B=\sqrt{\frac{1}{3\pi c}}=0.02783
\]

in atomic units. The SI values are \(5.496\times10^{12}\) and \(1.832\times10^{12}\ \mathrm{J^{-1/2}\,m^{-1/2}}\).

The numerical check tests normalization from its definition. Solutions at 81 energies between \(1.15c^2\) and \(1.35c^2\) are scaled so that \(P\) has amplitude (4), superposed with a smooth weight \(f(E)\) of maximum 1, and projected back by radial quadrature. If (2) holds, the projection must return \(f\), apart from errors due to the finite outer radius and the energy and radial grids. The largest deviation is \(8\times10^{-7}\), both for \(Z=50\) with \(\kappa=-1\) and \(\kappa=2\) and for \(Z=0\) with \(\kappa=-1\). Separate fits to \(P\) and \(Q\) give \(B/A=0.333333\) and a phase lead of \(90.0000^\circ\) at \(E=1.25c^2\) in all three cases.

The two terms of Lemma 7 can be followed as \(R\) grows. With the asymptotic forms for \(Z=50\), \(\delta\) set to zero, and \(E_1\) at the maximum of \(f\), the difference-phase term gives 0.666 at \(R=20/c\), 0.9997 at \(80/c\) and 1.000000 at \(400/c\). The sum-phase term oscillates with \(R\) inside a decaying envelope; at these three radii its magnitude goes from \(6.5\times10^{-3}\) through \(2.1\times10^{-5}\) to \(2.3\times10^{-9}\).

If \(P\) is given the nonrelativistic amplitude \(\sqrt{2/(\pi p)}\) at the same \(p\), the overlap is multiplied by

\[
\frac{2/(\pi p)}{A^2}=\frac{2c^2}{E+c^2}=\frac{2}{2.25}=0.889 .
\]

The projection indeed returns 0.88889 where \(f=1\). A rate computed with one such final orbital would be 11% below its correctly normalized value.

### Where the result applies

The values of \(A\) and \(B\) do not depend on \(\kappa\), on \(Z\), or on the phase \(\delta\). A local change of the potential inside some radius, such as a finite nucleus or a screening charge of finite extent, leaves them unchanged, provided that the solution is regular and the boundary term at the origin still vanishes. Under these conditions, the proof of Lemma 5 holds for any local potential \(V(r)\) common to both energies, and Lemmas 2 to 4 apply outside the changed region. There \(Z\) in \(\nu\) and in the correction (11) is the net charge seen from outside, and \(\delta\) in general takes a different value.

Several situations lie outside the theorem. For a point charge with \(\kappa^2<Z^2/c^2\), \(\gamma\) is imaginary, no solution is singled out by regularity, and the boundary term at the origin need not vanish. For \(|E|<c^2\), \(p\) is imaginary and there is no oscillating wave to normalize. An energy-dependent or nonlocal potential adds terms to \(W'\) that the proof of Lemma 5 does not contain. For an energy-dependent potential the extra term in general survives integration. For a symmetric, energy-independent kernel confined within some radius, the extra terms cancel in the integral from 0 to any \(R\) beyond that radius, so (12) is recovered there and the amplitudes (4) keep their form. An exchange operator built from fixed bound orbitals approaches this case as those orbitals decay. Finally, (4) gives limits at infinite radius. At a maximum of \(P\), setting \(P'=0\) in (1) gives \(\tan\theta=O(1/r)\), so \(\sin2\theta=O(1/r)\), while \(\cos\theta\) and \(\cos2\theta\) equal \(1+O(1/r^2)\). By (11), the maximum then differs from \(A\) by the fraction \(-Z/(2p^2r)+O(1/r^2)\) of \(A\). Matching a computed maximum directly to \(A\) therefore carries a relative error of order \(1/r\) when the net charge is nonzero, which (11) removes up to \(O(1/r^2)\). For zero net charge the error is already \(O(1/r^2)\).

## Computed results

```
speed of light c = 137.035999 a.u.
E/c^2 = 1.2500; E = 23473.581 hartree
kinetic energy E - c^2 = 4694.716 hartree = 127.750 keV
momentum p = 102.77700 a.u.; p/c = 0.7500
amplitude A of P = 0.083477 a.u.
amplitude B of Q = 0.027826 a.u.
ratio B/A from formula = 0.333333
packet range E/c^2 = 1.15 to 1.35, 81 energies
outer radius = 400.00 /c = 2.9190 bohr
case Z = 50, kappa = -1:
  fitted B/A = 0.333333, phase lead of Q = 90.0000 degrees
  largest errors: ratio 3.9e-09 (relative), phase 3.4e-09 rad
  largest |recovered f - f| = 8.0e-07
case Z = 50, kappa = 2:
  fitted B/A = 0.333333, phase lead of Q = 90.0000 degrees
  largest errors: ratio 3.0e-09 (relative), phase 1.2e-08 rad
  largest |recovered f - f| = 7.9e-07
case Z = 0, kappa = -1:
  fitted B/A = 0.333333, phase lead of Q = 90.0000 degrees
  largest errors: ratio 9.5e-11 (relative), phase 6.7e-11 rad
  largest |recovered f - f| = 7.7e-07
remaining lines: Z = 50, kappa = -1; nu = 0.60811
E/c^2 = 1.20: f = 0.250000, recovered = 0.250000
E/c^2 = 1.25: f = 1.000000, recovered = 1.000000
E/c^2 = 1.30: f = 0.250000, recovered = 0.250000
recovered f(E) with amplitude sqrt(2/(pi p)) = 0.88889
from r = 19.05/c outward: change of theta = 287.52616 rad, from its equation 287.52616 rad
  change of ln N = 0.039154, from its equation 0.039154
largest |ln N - first order| (p r)^2 = 0.646
N at r = 20.00/c: 0.998659
N at r = 100.01/c: 1.004531
N at r = 400.00/c: 1.001817
overlap of E/c^2 = 1.225 and 1.275 up to outer radius:
  quadrature 3.5053473e-04, boundary term 3.5053473e-04 1/hartree
smeared kernel terms at f(E) = 1 (difference phase, sum phase):
  R = 20/c: 0.666129, 6.5e-03
  R = 80/c: 0.999724, -2.1e-05
  R = 400/c: 1.000000, 2.3e-09
zero of P at 2.831946 bohr; next zero of Q farther by 0.015219 bohr
quarter period pi/(2p) = 0.015284 bohr
SI: A = 5.49588e+12, B = 1.83196e+12 J^(-1/2) m^(-1/2)
```
